# Solute trapping at an interface moving at the diffusive speed: test program

```python
"""Solute trapping at a moving solid-liquid interface (Aziz model).

Result under test, for continuous growth and dilute solute:
    k(v) = (k_e + v/v_D) / (1 + v/v_D),
so k_e = 0.01 and v = v_D give k = 0.505.

k     : solute fraction in buried solid / in liquid at the interface
k_e   : value of k at equilibrium (v = 0, dilute)
v     : interface speed; v_D : diffusive speed = exit rate * layer width
x_L   : solute atomic fraction in the liquid at the interface
Units : nm and ns, so that speeds in nm/ns equal speeds in m/s.

The law is checked against a master equation for one interfacial site and
against a time-dependent diffusion calculation that is never given k.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm

k_e = 0.01
v_D = 1.0
speed = 1.0
layer_width = 0.25
diffusivity = 10.0
x_far = 1.0e-3
exit_rate = v_D / layer_width


def k_dilute(v):
    return (k_e + v / v_D) / (1 + v / v_D)


def k_finite(v, x_liquid):
    return (k_e + v / v_D) / (1 + v / v_D - (1 - k_e) * x_liquid)


def k_stepwise(v):
    return k_e + (1 - k_e) * np.exp(-v_D / v)


def site_solute_probability(time, x_liquid):
    """Two-state site (solvent, solute), frozen at liquid composition."""
    enter = exit_rate * k_e * x_liquid
    leave = exit_rate * (1 - x_liquid)
    generator = np.array([[-enter, leave], [enter, -leave]])
    start = np.array([1 - x_liquid, x_liquid])
    return (expm(generator * time) @ start)[1]


def k_random_burial(v, x_liquid):
    """Average over exponential exposure times of mean layer_width / v."""
    mean_time = layer_width / v

    def integrand(s):
        p = site_solute_probability(s * mean_time, x_liquid)
        return np.exp(-s) * p / x_liquid

    return quad(integrand, 0, 40, epsabs=1e-9, epsrel=1e-9, limit=200)[0]


# Master equation against the closed formulas
test_speeds = [0.1 * v_D, v_D, 10 * v_D]
x_tiny = 1.0e-6
burial_results = []
for v in test_speeds:
    k_num = k_random_burial(v, x_tiny)
    burial_results.append(k_num)
    # the dilute law neglects terms of relative order x_tiny
    assert abs(k_num - k_dilute(v)) < 5e-6
    for x in (0.01, 0.2):
        assert abs(k_random_burial(v, x) - k_finite(v, x)) < 1e-6
    k_fixed = site_solute_probability(layer_width / v, x_tiny) / x_tiny
    assert abs(k_fixed - k_stepwise(v)) < 5e-6

# Long exposure must restore equilibrium partitioning
k_long = site_solute_probability(100 / exit_rate, x_tiny) / x_tiny
assert abs(k_long - k_e) < 1e-6
assert abs(burial_results[1] - 0.505) < 5e-6

# Time-dependent liquid diffusion coupled to the interfacial layer
# Unknowns: layer composition, then liquid nodes at z = 0, h, 2h, ...
h = 0.5
n_nodes = 400
dt = 0.5
n_steps = 1200
size = n_nodes + 1
storage = np.full(size, h)
storage[0] = layer_width
storage[1] = h / 2
A = np.zeros((size, size))
source = np.zeros(size)
A[0, 0] = -(v_D + speed)
A[0, 1] = speed + v_D * k_e
A[1, 0] = v_D
A[1, 1] = -(speed + v_D * k_e)
outer = speed / 2 + diffusivity / h
inner = speed / 2 - diffusivity / h
for j in range(n_nodes):
    row = j + 1
    # flux toward the interface through the face between j and j+1
    A[row, row] += inner
    if j + 1 < n_nodes:
        A[row, row + 1] += outer
        A[row + 1, row] -= inner
        A[row + 1, row + 1] -= outer
    else:
        source[row] += outer * x_far
propagator = np.linalg.inv(np.diag(storage / dt) - A)
state = np.full(size, x_far)
state[0] = 0.0
for _ in range(n_steps):
    state = propagator @ (storage / dt * state + source)

x_solid_num = state[0]
x_liquid_num = state[1]
k_transport = x_solid_num / x_liquid_num
z = h * np.arange(n_nodes)
k_main = k_dilute(speed)
decay_length = diffusivity / speed
profile = x_far * (1 + (1 / k_main - 1) * np.exp(-z / decay_length))
assert abs(k_transport - k_main) < 1e-4
assert abs(x_solid_num / x_far - 1) < 1e-4
# tolerance covers the second-order spatial discretization error
assert np.max(np.abs(state[1:] - profile)) / x_far < 1e-3

i_decay = int(round(decay_length / h))
k_corrected = k_finite(speed, x_liquid_num)
print(f"equilibrium coefficient k_e = {k_e:.3f} (dimensionless)")
print(f"diffusive speed v_D = {v_D:.3f} m/s")
print(f"interface speed v = {speed:.3f} m/s")
print(f"interfacial layer width = {layer_width:.3f} nm")
print(f"solute exit rate = {exit_rate:.3f} per ns")
print(f"mean exposure time = {layer_width / speed:.3f} ns")
print(f"liquid diffusivity = {diffusivity:.3f} nm^2/ns")
print(f"far-liquid solute fraction = {x_far:.6f}")
print(f"k from dilute continuous law = {k_main:.6f}")
print(f"k from random-burial average = {burial_results[1]:.6f}")
print(f"k from transport calculation = {k_transport:.6f}")
print(f"k from stepwise law = {k_stepwise(speed):.6f}")
for v, k_num in zip(test_speeds, burial_results):
    print(f"v/v_D = {v / v_D:.1f}: continuous k = {k_dilute(v):.6f}, "
          f"burial average = {k_num:.6f}, stepwise k = {k_stepwise(v):.6f}")
print(f"transport run: growth time = {n_steps * dt:.1f} ns")
print(f"steady solid solute fraction = {x_solid_num:.6f}")
print(f"steady interface-liquid fraction = {x_liquid_num:.6f}")
print(f"pile-up ratio, transport = {x_liquid_num / x_far:.4f}")
print(f"pile-up ratio, 1/k = {1 / k_main:.4f}")
print(f"slow-growth pile-up ratio, 1/k_e = {1 / k_e:.1f}")
print(f"liquid decay length D/v = {decay_length:.3f} nm")
print(f"liquid/far ratio at D/v, transport = "
      f"{state[1 + i_decay] / x_far:.4f}")
print(f"liquid/far ratio at D/v, formula = "
      f"{profile[i_decay] / x_far:.4f}")
print(f"k with finite-composition term = {k_corrected:.6f}")
print(f"relative composition correction = "
      f"{100 * (k_corrected / k_main - 1):.4f} percent")
print("PASS")
```

Running it gives:

```
equilibrium coefficient k_e = 0.010 (dimensionless)
diffusive speed v_D = 1.000 m/s
interface speed v = 1.000 m/s
interfacial layer width = 0.250 nm
solute exit rate = 4.000 per ns
mean exposure time = 0.250 ns
liquid diffusivity = 10.000 nm^2/ns
far-liquid solute fraction = 0.001000
k from dilute continuous law = 0.505000
k from random-burial average = 0.505000
k from transport calculation = 0.505000
k from stepwise law = 0.374201
v/v_D = 0.1: continuous k = 0.100000, burial average = 0.100000, stepwise k = 0.010045
v/v_D = 1.0: continuous k = 0.505000, burial average = 0.505000, stepwise k = 0.374201
v/v_D = 10.0: continuous k = 0.910000, burial average = 0.910000, stepwise k = 0.905789
transport run: growth time = 600.0 ns
steady solid solute fraction = 0.001000
steady interface-liquid fraction = 0.001980
pile-up ratio, transport = 1.9802
pile-up ratio, 1/k = 1.9802
slow-growth pile-up ratio, 1/k_e = 100.0
liquid decay length D/v = 10.000 nm
liquid/far ratio at D/v, transport = 1.3605
liquid/far ratio at D/v, formula = 1.3606
k with finite-composition term = 0.505495
relative composition correction = 0.0981 percent
PASS
```
